# Holes in the normal-coordinate quartic force field of water

Diagonalize the vibrational Hamiltonian of water with a quartic force field in normal coordinates. The lowest root stays at $0.042296$ Ry while the basis grows from 120 to 560 functions. With 816 functions it is $-0.001794$ Ry, below the bottom of the well, and with 1330 it is $-0.114854$ Ry. The larger basis gives the worse answer.

## The problem

Units are Rydberg atomic units: $\hbar=1$, mass unit $2m_e$, bohr, Ry ($109737.32$ cm$^{-1}$); $J=0$. The chosen inputs, roughly typical of water, are $r_e=1.81$, $\theta_e=104.5^\circ$ ($c=\cos\theta_e=-0.25038$, $s=\sin\theta_e=0.96815$), $m=918.576$ (H), $M=14578.47$ (O), and $f_{ijk}=\partial^{i+j+k}V/\partial r_1^i\partial r_2^j\partial\theta^k=f_{jik}$:

- order 2: $200$: 1.085, $110$: −0.013, $101$: 0.063, $002$: 0.323
- order 3: $300$: −3.99, $210$: −0.004, $201$: −0.014, $111$: −0.064, $102$: −0.078, $003$: −0.33
- order 4: $400$: 13.1, $310$: −0.025, $220$: 0.015, $301$: −0.09, $211$: 0.03, $202$: −0.04, $112$: 0.08, $103$: 0.17, $004$: −0.30

Write $f_2,f_3,f_4$ for $f_{200},f_{300},f_{400}$.

Mass-weighted Cartesian displacements are $\sum_k L_{\cdot k}Q_k$, with $L$ the vibrational eigenvectors of the mass-weighted Hessian. With $Q_k=q_k/\sqrt{\omega_k}$, $P_k=-i\sqrt{\omega_k}\,\partial_k$, the frequencies are $\omega_{1,2,3}=0.034903,\ 0.015042,\ 0.035910$ Ry; positive $q_1$ stretches both bonds and positive $q_2$ opens the angle. Expanding $r_1,r_2,\theta$ in $q$ and keeping degree four gives $V_Q=V_2+V_3+V_4$, $V_2=\tfrac12\sum\omega_kq_k^2$. The model is the Watson Hamiltonian with the inertia frozen at equilibrium,

$$H_Q=-\tfrac12\sum_k\omega_k\partial_k^2+V_Q+C\pi^2+U,\qquad U=-\tfrac14(A+B+C),$$

with rotational constants $A,B,C$ and $U=-1.1729\times10^{-4}$ Ry. Here $\pi$ is the angular momentum of the displacements about the normal to the plane. Inserting $L$ into $\sum(xp_y-yp_x)$ gives $\pi=\sum\zeta_{kl}Q_kP_l=-i\sum c_{kl}q_k\partial_l$, with $\zeta_{kl}=\sum_{\rm atoms}(L_{xk}L_{yl}-L_{yk}L_{xl})$, $c_{kl}=\zeta_{kl}\sqrt{\omega_l/\omega_k}$ and $c_{kk}=0$. The basis consists of oscillator products with $2n_1+n_2+2n_3\le P$. Functions with even and odd $n_3$ do not mix; for $H_Q$, the lowest root $E_0(P)$ and the basis sizes refer to the even block ($a_1$ symmetry).

(a) Does the lowest root $E_0(P)$ converge? (b) Find coordinates in which the same force constants give convergent levels.

## The tempting solution

The Hessian is positive and $f_4=13.1$ dwarfs every other quartic constant, so the quartic wall confines the molecule. The bases are nested, so $E_0(P)$ cannot rise, and the variational theorem bounds it by the true ground energy. It is constant to six decimals from $P=14$ to $26$. Hence $E_0=0.042296$ Ry.

## The fault

The variational theorem bounds Ritz values by the infimum of $\langle H\rangle$, and that infimum was assumed finite. At large distance along a unit vector $n$, $V_Q(tn)\simeq V_4(n)t^4$, so one direction with $V_4(n)<0$ destroys the bound. The quartic constants in $q$ are not those in $r,\theta$, because a straight-line bend stretches the bond.

Take one bond of length $r$ whose end moves by $x$ along it and $y$ across it. The new length is $r\sqrt{1+u}$, $u=2x/r+(x^2+y^2)/r^2$, and $\sqrt{1+u}=1+u/2-u^2/8+u^3/16-\dots$. Second order gives $(x^2+y^2)/2r^2-4x^2/8r^2=y^2/2r^2$. Third order gives $-\tfrac18\cdot\tfrac{4x(x^2+y^2)}{r^3}+\tfrac{8x^3}{16r^3}=-xy^2/2r^3$. So

$$\Delta r=x+\frac{y^2}{2r}-\frac{xy^2}{2r^2}+\dots$$

Higher terms cannot reach degree four, since $V$ starts with $\Delta r^2$. The quartic parts are $y^4/4r^2-x^2y^2/r^2$ in $\Delta r^2$, $3x^2y^2/2r$ in $\Delta r^3$, and $x^4$ in $\Delta r^4$. With weights $f_2/2,\ f_3/6,\ f_4/24$,

$$V_4=\alpha x^4+g\,x^2y^2+\beta y^4,\quad \alpha=\frac{f_4}{24},\quad \beta=\frac{f_2}{8r^2},\quad g=\frac{f_3}{4r}-\frac{f_2}{2r^2}.$$

Let $f_2>0$ and $f_4\ge0$. For $f_4>0$, $V_4=(\sqrt\alpha x^2-\sqrt\beta y^2)^2+(g+2\sqrt{\alpha\beta})x^2y^2$ and the square can be made zero with $x,y\ne0$, so $V_4$ is negative somewhere exactly when $g<0$ and $g^2>4\alpha\beta=f_2f_4/48r^2$. For $f_4=0$, $V_4=y^2(gx^2+\beta y^2)$ is negative somewhere exactly when $g<0$, which is the same condition. Here $g=-0.5511-0.1656=-0.7167$ and $g^2=0.5137>0.0904$. For the stretch terms of one bond, with bending and coupling constants left out, this is the rule. For a Morse bond, $f_3=-3af_2$ and $f_4=7a^2f_2$, the condition reads $(\tfrac34ar+\tfrac12)^2>\tfrac7{48}(ar)^2$, always true because $\tfrac9{16}>\tfrac7{48}$. Even a harmonic bond ($f_3=f_4=0$) satisfies it. In both cases the exact bond energy is non-negative; cutting its expansion in $x,y$ at degree four loses this property.

In the full field, on the plane $q_3=0$, in units of $10^{-4}$ Ry,

$$V_4=2.875q_1^4-0.92q_1^3q_2-7.013q_1^2q_2^2+2.406q_1q_2^3-0.2232q_2^4 .$$

The $f_3$ term contributes $-6.974$ to the $-7.013$; the $f_2$ term adds $-2.10$, which is nearly cancelled by the remaining constants, chiefly $f_{002}$ ($+1.14$) and $f_{102}$ ($+0.67$). At $n=(0.543,-0.840,0)$ the terms are $0.250+0.124-1.459-0.774-0.111=-1.97$, the minimum over the circle. The $q_2^4$ coefficient is negative here as well, but a test of diagonal constants alone is unsafe, as the one-bond case with $\alpha,\beta>0$ shows.

The gradient vanishes at $q_s=(-1.216,3.906,0)$, with Hessian eigenvalues $-0.02743,\ 0.05020,\ 0.06035$ Ry: a first-order saddle. Using also $V_3=(-27.69q_1^3+3.552q_1^2q_2+14.01q_1q_2^2-4.221q_2^3)\times10^{-4}$, the three parts there are $0.14055-0.04412-0.03718=0.05925$ Ry, about 6500 cm$^{-1}$. On the ray $tq_s$, $V_Q=0$ requires $0.14055-0.04412t-0.03718t^2=0$, so $t=1.44$ and $q=(-1.750,5.623,0)$. The geometries are $r=1.779$, $\theta=155.8^\circ$ and $r=1.875$, $\theta=177.0^\circ$. The polynomial assigns a nearly linear molecule the equilibrium energy.

## Solution of (a): $E_0(P)\to-\infty$

Take $\psi_a=\pi^{-3/4}e^{-|\xi|^2/2}$, $\xi=q-a$, with $\langle\xi_k^2\rangle=\tfrac12$, $\langle\xi_k^4\rangle=\tfrac34$, odd moments zero and $\partial_l\psi_a=-\xi_l\psi_a$.

The kinetic energy is $\tfrac12\sum\omega_k\langle\xi_k^2\rangle=\sum\omega_k/4$.

The Taylor series of $V_Q$ about $a$ ends at order four. Order two gives $\tfrac12\cdot\tfrac12\nabla^2V$. Order four gives $\tfrac1{24}[\tfrac34\sum_k\partial_k^4+6\cdot\tfrac14\sum_{k<l}\partial_k^2\partial_l^2]V=\tfrac1{32}\nabla^4V$, the 6 counting the orderings of $kkll$.

For the Coriolis term, $\pi\psi_a=i\sum c_{kl}(a_k+\xi_k)\xi_l\psi_a$. The part linear in $\xi$ and the part $\sum_{k<l}(c_{kl}+c_{lk})\xi_k\xi_l$ have opposite parity, so their squared norms add:

$$\langle H_Q\rangle_a=\sum_k\frac{\omega_k}4+\Big[V_Q+\frac{\nabla^2V_Q}4+\frac{\nabla^4V_Q}{32}\Big]_a+C\Big[\tfrac12\sum_l\Big(\sum_ka_kc_{kl}\Big)^2+\tfrac14\sum_{k<l}(c_{kl}+c_{lk})^2\Big]+U.$$

For $a=tn$ every term but $V_Q$ grows at most as $t^2$, so $\langle H_Q\rangle=V_4(n)t^4+O(t^3)\to-\infty$. At $1,\ 1.5,\ 2,\ 3$ times $q_s$ it equals $0.1034,\ 0.0170,\ -0.3586,\ -2.9463$ Ry.

The basis reaches these functions. The lowering operator gives $(q_k+\partial_k)\psi_a/\sqrt2=\alpha_k\psi_a$ with $\alpha_k=a_k/\sqrt2$, so the coefficients are $\prod_ke^{-\alpha_k^2/2}\alpha_k^{n_k}/\sqrt{n_k!}$. The matrix of $H_Q$ is banded, with elements growing at most as $n^2$. The double sum for $\langle H_Q\rangle_a$ therefore converges absolutely, and the energy of the projected Gaussian tends to $\langle H_Q\rangle_a$. As $E_0(P)$ lies below that energy and never rises, $\lim E_0\le\langle H_Q\rangle_{tn}$ for every $t$, so the limit is $-\infty$.

The onset can be estimated roughly. The $n_k$ are Poisson distributed with mean and variance $a_k^2/2$. At $1.5q_s=(-1.824,5.859,0)$, whose energy is already below the plateau, $2n_1+n_2$ has mean $3.33+17.16=20.5$ and variance $6.65+17.16=23.8$, a spread of 4.9. To hold most of this Gaussian the basis should reach one to two spreads above the mean, a rule of thumb and not a derived condition; this is $P\approx25$–$30$. Roots of $a_1$ symmetry, in Ry, with a star for the root of largest weight on the named basis function:

| $P$ | size | $E_0$ | (000)* | (020)* | (100)* |
|---|---|---|---|---|---|
| 10 | 56 | 0.042297 | 0.042297 | 0.070875 | 0.075924 |
| 18 | 220 | 0.042296 | 0.042296 | 0.070868 | 0.075916 |
| 26 | 560 | 0.042296 | 0.042296 | 0.070868 | 0.075916 |
| 30 | 816 | −0.001794 | 0.042296 | 0.070868 | 0.075916 |
| 36 | 1330 | −0.114854 | 0.042296 | 0.070868 | 0.075916 |

At $P=36$ two $a_1$ roots are negative, and the lowest projected Gaussian on a coarse grid of centres gives $-0.09584$ Ry, above $E_0$ as required.

In the tabulated bases from $P=18$ to $36$ the starred roots do not move in the sixth decimal, although (020) and (100) lie above the saddle energy; in between, small shifts occur, for instance (020)* is $0.070866$ at $P=33$. Collapse here means that roots living in the hole fall through the spectrum, while the states in the well barely couple to them. The saddle energy understates the barrier, since motion across the escape path costs zero-point energy; $q_3$ decouples by symmetry at the saddle, where its curvature is $\omega_3+2(12.22q_2-83.13q_1+17.39q_1^2-5.449q_1q_2-8.451q_2^2)\times10^{-4}=0.05020$ Ry. With the kinetic coefficient $\omega_3$ alone this one direction costs $\tfrac12\sqrt{0.035910\times0.05020}=0.0212$ Ry in the harmonic approximation. The Coriolis term adds $2C(\sum_kq_kc_{k3})^2\approx0.0063$ Ry to that coefficient at $q_s$, so the cost is $\tfrac12\sqrt{0.0422\times0.05020}=0.0230$ Ry, which lifts the barrier to about $0.082$ Ry, above both levels. The starred numbers describe quasi-bound states of the polynomial. They are not variational upper bounds to the quasi-bound energies, and nothing above proves that they have a limit. Once the basis reaches the hole, a code that takes the lowest roots returns nonsense.

## Solution of (b): Morse-cosine coordinates

Define $y_i=1-e^{-a\Delta r_i}$ and $z=\cos\theta-c$. Invert: $a\Delta r=-\ln(1-y)=y+y^2/2+y^3/3+y^4/4+\dots$. For $\theta=\arccos x$, repeated differentiation at $x=c$ gives $\theta'=-1/s$, $\theta''=-c/s^3$, $\theta'''=-1/s^3-3c^2/s^5=-(1+2c^2)/s^5$, and $\theta''''=-4c/s^5-5c(1+2c^2)/s^7=-(9c+6c^3)/s^7$. Dividing by $k!$,

$$\Delta\theta=-1.03290z+0.13796z^2-0.22052z^3+0.12269z^4 .$$

Insert these in the internal-coordinate quartic and keep degree four to obtain $V_{MC}$. The discarded terms are of fifth order in the displacements, so all derivatives through fourth order are preserved.

For one stretch, with $w=a\Delta r$: $w^2=y^2+y^3+(\tfrac14+\tfrac23)y^4$, $w^3=y^3+\tfrac32y^4$, $w^4=y^4$. The $y^3$ coefficient $f_2/2a^2+f_3/6a^3$ vanishes for $a=-f_3/3f_2=3.99/3.255=1.22581$ bohr$^{-1}$, which needs $f_3<0$. The $y^4$ coefficient becomes $\frac{11f_2}{24a^2}-\frac{18f_2}{24a^2}+\frac{f_4}{24a^4}=\frac{f_4-7a^2f_2}{24a^4}=\frac{13.1-11.412}{54.19}=0.03115$, zero for a pure Morse bond. The $y^2$ coefficient is $f_2/2a^2=0.361$.

For the bend the weights are $0.1615,\ -0.055,\ -0.0125$. Then $z^2$: $0.1615\times1.0669=0.1723$; $z^3$: $-0.04603+0.06061=0.01458$; $z^4$: $0.07665-0.02429-0.01423=0.03813$. The negative $f_{004}$ has become a positive coefficient. At linearity, $z=-0.7496$ and $V=0.09682-0.00614+0.01204=0.10272$ Ry.

For all geometries $y_i\in[1-e^{ar_e},1]=[-8.195,1]$ and $z\in[-0.7496,1.2504]$. A polynomial on a closed box is bounded, and kinetic energy is non-negative, so $H$ is bounded below. By the min–max principle Ritz values in nested bases never rise. For each exact level below the continuum, the Ritz value of the same index stays at or above it and tends to it as the basis becomes complete.

Bounded does not mean free of holes. Were the $y^4$ coefficient below $-0.361/8.195^2=-0.0054$, a finite hole would open at short bond length. For this field a grid search with refinement, which is numerical evidence and not a proof, gives $V_{MC}\ge\kappa(y_1^2+y_2^2+z^2)$ with $\kappa=0.1645$ Ry. Equilibrium is then the only zero. Dissociation sends some $y_i\to1$, so the continuum starts no lower than $\kappa$, and levels below it are discrete. At the saddle and at the zero of $V_Q$, $V_{MC}=0.07718$ and $0.11204$ Ry.

The exact kinetic energy has a simple form in Radau coordinates. With bond vectors $\mathbf r_i$ from O and zero total momentum, $\mathbf p_O=-(\mathbf p_1+\mathbf p_2)$ and $T=(p_1^2+p_2^2)/2m+(\mathbf p_1+\mathbf p_2)^2/2M$. For $\mathbf s,\mathbf d=(\mathbf r_1\pm\mathbf r_2)/\sqrt2$ this is $p_d^2/2m+\gamma^2p_s^2/2m$, $\gamma^2=1+2m/M$, $\gamma=1.06114$. Setting $\mathbf S=\mathbf s/\gamma$ absorbs $\gamma^2$, and $\mathbf R_{1,2}=(\mathbf S\pm\mathbf d)/\sqrt2$ gives $T=(P_1^2+P_2^2)/2m$ with $\mathbf r_1=\tfrac12[(\gamma+1)\mathbf R_1+(\gamma-1)\mathbf R_2]$. For $J=0$ the state depends on $R_1,R_2,x=\hat{\mathbf R}_1\cdot\hat{\mathbf R}_2$. Each angular Laplacian then acts as the Legendre operator in $x$, and multiplying the state by $R_1R_2$ removes the first radial derivatives:

$$T=-\frac{\partial_{R_1}^2+\partial_{R_2}^2}{2m}-\Big(\frac1{2mR_1^2}+\frac1{2mR_2^2}\Big)\partial_x(1-x^2)\partial_x .$$

The basis uses eigenfunctions of one-dimensional cuts on sinc and Legendre grids, with the same cut in $P$ and both symmetries:

| $P$ | (000) | (010) | (020) | (100) | (001) |
|---|---|---|---|---|---|
| 6 | 0.0422288 | 0.0567581 | 0.0709240 | 0.0754948 | 0.0763934 |
| 10 | 0.0422283 | 0.0567561 | 0.0709142 | 0.0754917 | 0.0763855 |
| 20 | 0.0422283 | 0.0567560 | 0.0709140 | 0.0754915 | 0.0763852 |

From $P=18$ to $20$ the change is $1.5\times10^{-9}$ Ry, and a different grid changes the levels only at rounding level. With $V_{MC}\ge0$, as the search above indicates, no larger basis can push a root below zero.

## What the two surfaces share

Scale all masses by $\lambda=\varepsilon^{-2}$. Then $\omega\propto\varepsilon$, the displacement per unit $q$ goes as $(m\omega)^{-1/2}\propto\varepsilon^{1/2}$, a degree-$d$ coefficient as $\varepsilon^{d/2}$, and $C,U\propto\varepsilon^2$. At order $\varepsilon^2$ one finds $V_4$, $C\pi^2$, $U$ in first order and $V_3$ in second order ($\varepsilon^3/\varepsilon$). A quintic term has no diagonal element, by parity, and first enters with $V_3$ as $\varepsilon^4/\varepsilon$; the variation of the inertia behaves likewise. So the perturbation series is $E=\varepsilon E_{\rm harm}+\varepsilon^2X+O(\varepsilon^3)$ with $X$ common to both Hamiltonians. For (020), perturbation theory with $H_Q$ gives $X=-0.0019974$ Ry and extrapolation of the Radau levels from $\lambda=4,16,64$ gives $-0.0019975$; the other four agree to seven decimals.

At the real masses the models part. The (100) term value is $0.0332631$ Ry from $V_{MC}$, $0.0755029-0.0422323=0.0332706$ from perturbation theory, and $0.0759238-0.0422969=0.0336269$ from $H_Q$ at $P=10$, about 40 cm$^{-1}$ higher. Even on the plateau, exact diagonalization of $H_Q$ includes higher orders of the cubic term without the quintic and sextic terms of the same size. $V_{MC}$ supplies such terms through its coordinates, but they are a guess, not data. Far from equilibrium, at small angle or broken bonds, convergence says nothing about accuracy.

## The numerical check

The numerical check tests the frequencies against the Wilson GF method; $V_Q$ against both curvilinear surfaces at exact geometries, where halving $q$ divides the residual by 32.03 and 31.92 (fifth order gives 32); the one-bond quartic symbolically; the Gaussian formula against the matrix ($0.08716167$ Ry both ways at $a=(-1,2,0)$); the collapse and its bound; positivity, monotonic convergence and grid independence for $V_{MC}$; and $X$ by the two routes.

## Table of computed values

```
1 Ry = 109737.32 cm^-1; mH = 918.576, mO = 14578.47 (2 m_e)
r_e = 1.81 bohr, theta_e = 104.5 deg, cos = -0.25038, sin = 0.96815
f_ijk (Ry bohr^-(i+j) rad^-k) 002:0.323 101:0.063 110:-0.013 200:1.085
f_ijk (Ry bohr^-(i+j) rad^-k) 003:-0.33 102:-0.078 111:-0.064 201:-0.014 210:-0.004
f_ijk (Ry bohr^-(i+j) rad^-k) 300:-3.99
f_ijk (Ry bohr^-(i+j) rad^-k) 004:-0.3 103:0.17 112:0.08 202:-0.04 211:0.03
f_ijk (Ry bohr^-(i+j) rad^-k) 220:0.015 301:-0.09 310:-0.025 400:13.1
omega1,2,3 (Ry) = 0.034903 0.015042 0.035910
V_Q coeff q1^i q2^j q3^k (Ry) 012:0.001222 030:-0.0004221 102:-0.008313 120:0.001401 210:0.0003552
V_Q coeff q1^i q2^j q3^k (Ry) 300:-0.002769
V_Q coeff q1^i q2^j q3^k (Ry) 004:0.0002935 022:-0.0008451 040:-2.232e-05 112:-0.0005449 130:0.0002406
V_Q coeff q1^i q2^j q3^k (Ry) 202:0.001739 220:-0.0007013 310:-9.2e-05 400:0.0002875
f_rrr share of q1^2 q2^2 coeff = -0.0006974 Ry
a = 1.22581 1/bohr; dtheta(z) coeffs = -1.03290 0.13796 -0.22052 0.12269
V_MC coeff y1^i y2^j z^k (Ry) 002:0.1723 101:-0.05309 110:-0.008652 200:0.361
V_MC coeff y1^i y2^j z^k (Ry) 003:0.01458 102:-0.02685 111:0.04399 201:-0.02173 210:-0.005412
V_MC coeff y1^i y2^j z^k (Ry) 004:0.03813 103:-0.02774 112:0.02252 202:-0.02117 211:0.01359
V_MC coeff y1^i y2^j z^k (Ry) 220:-0.001588 301:-0.004472 310:-0.005815 400:0.03115
residual ratio internal - V_Q on halving q = 32.03 (fifth order: 32)
residual ratio Morse-cos - V_Q on halving q = 31.92 (fifth order: 32)
one bond: g = -0.7167 Ry/bohr^4, g^2 = 0.5137, f2 f4/48r^2 = 0.0904
min V4 = -1.9691e-04 Ry at n = +-(0.543, -0.840, 0)
saddle: q=(-1.216,3.906,0) r=1.779 bohr theta=155.8 deg V_Q=0.05925 V_MC=0.07718 Ry
V_Q=0: q=(-1.750,5.623,0) r=1.875 bohr theta=177.0 deg V_Q=-0.00000 V_MC=0.11204 Ry
saddle Hessian eigenvalues (Ry) = -0.02743 0.05020 0.06035
A,B,C = 2.4958e-04 1.3288e-04 8.6712e-05 Ry, U = -1.1729e-04 Ry, zeta13,23 = 0.0105 0.9999
H_Q a1: P N E0 N(E<0) | E(000*) E(020*) w E(100*) w  (Ry; * largest weight w)
6 20 0.042310 0 | 0.042310 0.071161 0.96 0.076430 0.87
10 56 0.042297 0 | 0.042297 0.070875 0.96 0.075924 0.86
14 120 0.042296 0 | 0.042296 0.070869 0.96 0.075917 0.86
18 220 0.042296 0 | 0.042296 0.070868 0.96 0.075916 0.86
22 364 0.042296 0 | 0.042296 0.070868 0.96 0.075916 0.86
26 560 0.042296 0 | 0.042296 0.070868 0.96 0.075916 0.86
30 816 -0.001794 1 | 0.042296 0.070868 0.96 0.075916 0.86
32 969 -0.035260 1 | 0.042296 0.070868 0.96 0.075916 0.86
36 1330 -0.114854 2 | 0.042296 0.070868 0.96 0.075916 0.86
Gaussian at (-1,2,0): formula 0.08716167, matrix 0.08716167 Ry
Gaussian at 1,1.5,2,3 x saddle (Ry): 0.1034 0.0170 -0.3586 -2.9463
best projected Gaussian, P=36: -0.09584 Ry
box y>=-8.195, z in [-0.7496,1.2504]; kappa = 0.1645 Ry
cuts: linear 0.10272 Ry, one bond broken 0.39219 Ry
gamma = 1.06114, Radau R_e = 1.77163 bohr, x_e = -0.30513
V_MC: P N E(000) E(010) E(020) E(100) E(001) (Ry)
6 30 0.0422288 0.0567581 0.0709240 0.0754948 0.0763934
10 91 0.0422283 0.0567561 0.0709142 0.0754917 0.0763855
14 204 0.0422283 0.0567560 0.0709140 0.0754915 0.0763852
18 385 0.0422283 0.0567560 0.0709140 0.0754915 0.0763852
20 506 0.0422283 0.0567560 0.0709140 0.0754915 0.0763852
max change P 18->20: 1.5e-09 Ry, other grid: 7.8e-16 Ry
harmonic (Ry): 0.0429272 0.0579687 0.0730102 0.0778303 0.0788368
PT2 total (Ry): 0.0422323 0.0567833 0.0710128 0.0755029 0.0763939
H_Q, P=10 (Ry): 0.0422969 0.0567619 0.0708746 0.0759238 0.0768730
X from PT2 (Ry): -0.0006949 -0.0011854 -0.0019974 -0.0023273 -0.0024428
X extrapolated (Ry): -0.0006949 -0.0011854 -0.0019975 -0.0023273 -0.0024428
V_MC term values above 000 (Ry): 0.0145277 0.0286857 0.0332631 0.0341569
```
